Angular momentum matrices in real p and d harmonics

**Problem**

In the projector augmented-wave (PAW) method, the quantities inside an atomic sphere are stored in a basis of partial waves, each a radial function times a spherical harmonic, here chosen real. Orbital moments and spin-orbit coupling then need the matrices of L_x, L_y and L_z in real harmonics. Set ħ = 1 and

L = −i r × ∇.

The p harmonics, in the order (x, y, z), are √(3/4π) x/r, √(3/4π) y/r and √(3/4π) z/r. The d harmonics, in the order (xy, yz, z2, xz, x2−y2), are N/r² times the polynomials

xy, yz, w, xz, u, with N = √(15/4π),

w = (3z² − r²)/(2√3) = (2z² − x² − y²)/(2√3),

u = (x² − y²)/2.

(a) Build the three matrices for p and for d, and show that they are imaginary and antisymmetric.

(b) Verify [L_x, L_y] = iL_z with its cyclic partners, and L² = l(l+1).

(c) Find ⟨L_z⟩ for the orbital 0.8 p_x + 0.6i p_y, and the levels of H = ζ L·S for one electron in a p shell with ζ = 1.0 eV and in a d shell with ζ = 0.10 eV. These are round model parameters, and the radial functions are normalized.

**A tempting solution**

Start with p. Written out, the operators are

L_x = −i(y∂_z − z∂_y), L_y = −i(z∂_x − x∂_z), L_z = −i(x∂_y − y∂_x).

Acting on the three coordinates they give

L_x: x → 0, y → iz, z → −iy

L_y: x → −iz, y → 0, z → ix

L_z: x → iy, y → −ix, z → 0.

Now write the image of each harmonic as a row of coefficients. The image of x fills the first row, that of y the second, that of z the third. Call the result A:

A_x = (0, 0, 0; 0, 0, i; 0, −i, 0)

A_y = (0, 0, −i; 0, 0, 0; i, 0, 0)

A_z = (0, i, 0; −i, 0, 0; 0, 0, 0),

with semicolons between rows. All three are imaginary and antisymmetric. Their squares are diag(0,1,1), diag(1,0,1) and diag(1,1,0), whose sum is 2 times the unit matrix, as l(l+1) requires. The commutators hold for the operators, so they are taken to hold for the matrices. The moment follows as

⟨L_z⟩ = (0.8)(i)(0.6i) + (−0.6i)(−i)(0.8) = −0.48 − 0.48 = −0.96,

and diagonalizing ζ A·S gives four states at −0.5 eV and two at +1.0 eV.

**Where it fails**

The omitted commutator is short. The nonzero element of A_x A_y is in row y, column x: (i)(i) = −1. That of A_y A_x is in row x, column y: (−i)(−i) = −1. Hence [A_x, A_y] has −1 at (y, x) and +1 at (x, y). The matrix −iA_z has the same elements, because −i·i = 1 and −i·(−i) = −1. Therefore

[A_x, A_y] = −iA_z,

with the wrong sign. The fault is the placing of the images in rows. A matrix element is (L_c)_ab = ⟨a|L_c|b⟩, so the image of harmonic b is

L_c |b⟩ = Σ_a |a⟩ (L_c)_ab,

and its coefficients form column b. With this rule products keep their order:

L_c L_d |b⟩ = Σ_e L_c |e⟩ (L_d)_eb = Σ_a |a⟩ Σ_e (L_c)_ae (L_d)_eb.

With rows one works with transposes. Since (L_c L_d)ᵀ = L_dᵀ L_cᵀ, the order is reversed and each commutator changes sign. A square has no order to reverse, so the check of L² cannot see the error. For antisymmetric matrices the transpose is also minus the original: every A_c is −L_c, and every moment and spin-orbit energy came out with the wrong sign.

**Right solution: the form of the matrices**

L_c gives zero on any function g(r). For L_z, for example,

x∂_y g − y∂_x g = (xy − yx) g′/r = 0.

The powers of r in the harmonics can therefore be left aside, and L_c acts on the polynomials alone.

The images stay within the shell. Each term x_a∂_b keeps the degree of a polynomial. The difference x_a∂_b − x_b∂_a, which is what L_c contains, also keeps a harmonic polynomial harmonic: ∇²(x_a f) = x_a∇²f + 2∂_a f, so

[∇², x_a∂_b − x_b∂_a] = 2∂_a∂_b − 2∂_b∂_a = 0.

For l = 1 there are three linear polynomials. For l = 2 there are six quadratic monomials and one condition, ∇²f = 0, which leaves five. The listed harmonics span these spaces. This closure is what allows the sum over e above to run over one shell.

The harmonics are real and L_c is −i times a real operator, so every element is imaginary:

L_c = iM_c, M_c real.

For the antisymmetry, rotate a function by a small angle t about z. The rotated function is f(x + ty, y − tx, z) to first order, and its rate of change is

y∂_x f − x∂_y f = −iL_z f.

A rotation leaves the overlap ⟨f|g⟩ over the sphere unchanged, so its derivative vanishes:

⟨−iL_z f|g⟩ + ⟨f|−iL_z g⟩ = i⟨L_z f|g⟩ − i⟨f|L_z g⟩ = 0.

Thus L_z is Hermitian, and the same holds for the other axes. Hermiticity requires (iM_ab)* = iM_ba, that is −M_ab = M_ba.

This argument uses each spherical surface separately. It therefore holds inside a PAW sphere of finite radius, with no boundary term. For partial waves R_i(r)|a⟩ and R_j(r)|b⟩ of the same l, the element of L_c is

(∫ r² R_i R_j dr) (L_c)_ab,

and between different l it is zero, since the image stays in its shell and different shells are orthogonal. The PAW correction subtracts the same expression with the smooth radial functions, so only the radial factor changes.

**The p matrices**

In index form L_c = −i Σ ε_cde x_d ∂_e. Since ∂_e x_b = δ_eb,

L_c x_b = −i Σ_a ε_cab x_a, so (M_c)_ab = −ε_cab.

The positive elements are

(M_x)_zy = 1, (M_y)_xz = 1, (M_z)_yx = 1,

and antisymmetry supplies the −1 opposite each.

In terms of M the commutator loses its factors of i. The left side is [L_x, L_y] = −[M_x, M_y] and the right side is iL_z = −M_z, so the requirement is

[M_x, M_y] = M_z.

The product M_x M_y has one nonzero element, at (y, x): (−1)(−1) = 1. M_y M_x has one, at (x, y): (1)(1) = 1. The difference is +1 at (y, x) and −1 at (x, y), which is M_z. The relabelling x → y → z → x leaves ε unchanged and gives the other two commutators. Finally M_x² = −diag(0,1,1) and its partners add up to −2, so L² = −Σ_c M_c² = 2.

**The d matrices**

The d polynomials share one normalization. Averages over the unit sphere are ⟨x⁴⟩ = 1/5 and ⟨x²y²⟩ = 1/15, so

⟨(xy)²⟩ = 1/15

⟨u²⟩ = (1/4)(2/5 − 2/15) = 1/15

⟨w²⟩ = (1/12)(9/5 − 6/3 + 1) = 1/15.

The overlap of u and w changes sign under x ↔ y and vanishes. The remaining overlaps are odd in some coordinate. Coefficients of the polynomials are thus matrix elements directly.

Two differences of squares must be expressed in the basis:

−u − √3 w = −(x² − y²)/2 − (2z² − x² − y²)/2 = y² − z²

−u + √3 w = −(x² − y²)/2 + (2z² − x² − y²)/2 = z² − x².

Differentiation for L_x gives

L_x(xy) = −i(−zx) = i xz

L_x(yz) = −i(y² − z²) = i(u + √3 w)

L_x w = −i(4yz + 2yz)/(2√3) = −i√3 yz

L_x(xz) = −i yx

L_x u = −i(zy) = −i yz.

For L_y:

L_y(xy) = −i zy

L_y(yz) = −i(−xy) = i xy

L_y w = −i(−2xz − 4xz)/(2√3) = i√3 xz

L_y(xz) = −i(z² − x²) = i(u − √3 w)

L_y u = −i zx.

For L_z:

L_z(xy) = −i(x² − y²) = −2i u

L_z(yz) = −i xz

L_z w = −i(−2xy + 2xy)/(2√3) = 0

L_z(xz) = −i(−yz) = i yz

L_z u = −i(−xy − yx) = 2i xy.

Dividing by i and placing each image in its column, with s = √3,

M_x =
( 0, 0, 0, −1, 0 )
( 0, 0, −s, 0, −1 )
( 0, s, 0, 0, 0 )
( 1, 0, 0, 0, 0 )
( 0, 1, 0, 0, 0 )

M_y =
( 0, 1, 0, 0, 0 )
( −1, 0, 0, 0, 0 )
( 0, 0, 0, −s, 0 )
( 0, 0, s, 0, −1 )
( 0, 0, 0, 1, 0 )

M_z =
( 0, 0, 0, 0, 2 )
( 0, 0, 0, 1, 0 )
( 0, 0, 0, 0, 0 )
( 0, −1, 0, 0, 0 )
( −2, 0, 0, 0, 0 ).

Each is antisymmetric. The numerical output gives the same matrices from small rotations of the harmonics and integration over the sphere; the largest absolute difference for d is 1.3 × 10⁻⁸ ħ.

**Commutators and L² for d**

Apply both orders of each product to every basis function. In each line the first term is the first order, the second term is the reversed order.

[M_x, M_y]:

xy: (−u − s w) − (u − s w) = −2u

yz: xz − 2xz = −xz

w: −s xy − (−s xy) = 0

xz: 2yz − yz = yz

u: xy − (−xy) = 2xy

These are the images under M_z. As a sample of the intermediate work, M_y yz = xy and M_x xy = xz give the first term for yz. For the second, M_x yz = u + s w, and M_y takes this to −xz + 3xz = 2xz.

[M_y, M_z]:

xy: 2xz − xz = xz

yz: (−u + s w) − (−2u) = u + s w

w: 0 − s yz = −s yz

xz: xy − 2xy = −xy

u: −2yz − (−yz) = −yz

These are the images under M_x.

[M_z, M_x]:

xy: yz − 2yz = −yz

yz: 2xy − xy = xy

w: s xz − 0 = s xz

xz: 2u − (u + s w) = u − s w

u: xz − 2xz = −xz

These are the images under M_y, so all three commutators hold.

The squares, in the order M_x², M_y², M_z², add up as follows:

xy: (−1 − 1 − 4) xy = −6 xy

yz: (−4 − 1 − 1) yz = −6 yz

w: (−s u − 3w) + (s u − 3w) + 0 = −6w

xz: (−1 − 4 − 1) xz = −6 xz

u: (−u − s w) + (−u + s w) − 4u = −6u.

Hence L² = 6 = 2·3. M_x² and M_y² each mix u and w; M_z² and the sum do not.

The values 2 and 6 have a common origin. Let E = r·∇, which multiplies a polynomial of degree l by l. With repeated indices summed,

(r × ∇)² = x_a∂_b x_a∂_b − x_a∂_b x_b∂_a.

Moving the derivatives to the right, the first term is E + r²∇². The second is 3E + x_a x_b∂_a∂_b. Since E² = E + x_a x_b∂_a∂_b, the second term equals E² + 2E. Therefore

L² = −(r × ∇)² = −r²∇² + E(E + 1).

On a harmonic polynomial of degree l the first part vanishes and the second gives l(l+1).

**The orbital moment**

For ψ = Σ_a c_a |a⟩ define the density matrix ρ_ab = c_a c_b*. Then

⟨L_c⟩ = Σ c_a* (L_c)_ab c_b = Tr(ρL_c).

Here (L_z)_xy = −i and (L_z)_yx = i, so

⟨L_z⟩ = (0.8)(−i)(0.6i) + (−0.6i)(i)(0.8) = 0.48 + 0.48 = 0.96,

in units of ħ. The sign can be checked on a limiting case. For p_x + i p_y,

L_z(x + iy) = iy + i(−ix) = x + iy,

so this orbital has L_z = +1, and 0.8 p_x + 0.6i p_y lies close to it. For real a and b with a² + b² = 1, the orbital a p_x + ib p_y has ⟨L_z⟩ = 2ab. This reaches 1 at a = b and falls to 0 when either coefficient vanishes.

The real part of ρ is diag(0.64, 0.36, 0) and gives no moment. In general

Tr(ρL_c) = i Σ ρ_ab (M_c)_ba,

and a symmetric ρ summed against an antisymmetric M_c gives zero. A one-centre density matrix that is real and symmetric in the basis of real harmonics carries no orbital moment, however unequal its occupations are. Occupying 0.8 p_x − 0.6i p_y equally with the orbital above has this effect, because the imaginary parts of ρ cancel.

**Spin-orbit levels**

Write S = σ/2 and X = L·S, so that 2X = σ·L. The Pauli matrices obey σ_aσ_b = δ_ab + iε_abc σ_c, summed over c. Hence

4X² = Σ L_a L_b σ_a σ_b = L² + iσ·(L × L).

The z component of L × L is L_xL_y − L_yL_x = iL_z, and likewise for the others. So

4X² = l(l+1) − 2X,

(X − l/2)(X + (l+1)/2) = 0.

The sign of the commutator enters in the term −2X and decides which level is on top. The trace of X is zero because the Pauli matrices are traceless. With n₁ states at l/2 and n₂ at −(l+1)/2,

n₁ + n₂ = 2(2l+1), n₁ l = n₂(l+1),

which gives n₁ = 2l+2 and n₂ = 2l. These are the multiplets j = l + 1/2 and j = l − 1/2, with 2j+1 states each.

For p with ζ = 1.0 eV there are four states at +0.5 eV and two at −1.0 eV. The splitting is 1.5 eV, or 0.0551 hartree. For d with ζ = 0.10 eV there are six states at 2(0.10)/2 = +0.10 eV and four at −3(0.10)/2 = −0.15 eV, split by 0.25 eV. The row-wise matrices turn both patterns upside down. The splitting and the degeneracies do not reveal this; the order of the levels does.

**When the properties are lost**

The antisymmetry was derived for a real basis and can be lost in a complex one. In the basis (p_x ± ip_y)/√2, p_z, the matrix of L_z is real and diagonal, with elements ±1 and 0. It is still Hermitian and the commutators still hold.

The commutators are guaranteed only for the whole shell, because the rule for matrix products used the closure of the shell; a truncated set can violate them. Suppose a strong cubic crystal field leaves only xy, yz and xz in play, and coupling to u and w is dropped, which is the leading order in ζ over the crystal-field splitting. The truncated matrices act as

M_x: xy → xz, yz → 0, xz → −xy

M_y: xy → −yz, yz → xy, xz → 0

M_z: xy → 0, yz → −xz, xz → yz.

Now [M_x, M_y] sends yz to xz, xz to −yz and xy to 0, which is −M_z. The other two commutators change sign in the same way, and −Σ_c M_c² = 2. The equation for X becomes 4X² = 2 + 2X, with roots −1/2 and +1, and the zero trace makes them fourfold and twofold. Here the inverted order, four states at −ζ/2 below two at +ζ, is correct: it is a property of the truncated shell. For the one-electron levels of H = ζ L·S in an isolated, complete p shell with ζ > 0, the same pattern signals a sign error. The transposed L matrices above produce it, and so do correct L matrices combined with transposed spin matrices. The test does not carry over to other settings. With five electrons in the p shell the total energy is the sum of all six levels, which is zero, minus the empty one, so the states of p⁵ lie four at −ζ/2 and two at +ζ with correct matrices. At a site of tetrahedral symmetry p orbitals can mix with xy, yz and xz. To first order in ζ the mixed level is inverted once the d weight times the d value of ζ exceeds the p weight times the p value.

Values computed for the example and the checks

```
M_c = L_c/i from rotation and quadrature (units of hbar)
l=1, order: x, y, z
M_x:
  0.0000   0.0000   0.0000
  0.0000   0.0000  -1.0000
  0.0000   1.0000   0.0000
M_y:
  0.0000   0.0000   1.0000
  0.0000   0.0000   0.0000
 -1.0000   0.0000   0.0000
M_z:
  0.0000  -1.0000   0.0000
  1.0000   0.0000   0.0000
  0.0000   0.0000   0.0000
l=2, order: xy, yz, z2, xz, x2-y2
M_x:
  0.0000   0.0000   0.0000  -1.0000   0.0000
  0.0000   0.0000  -1.7321   0.0000  -1.0000
  0.0000   1.7321   0.0000   0.0000   0.0000
  1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   1.0000   0.0000   0.0000   0.0000
M_y:
  0.0000   1.0000   0.0000   0.0000   0.0000
 -1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   0.0000   0.0000  -1.7321   0.0000
  0.0000   0.0000   1.7321   0.0000  -1.0000
  0.0000   0.0000   0.0000   1.0000   0.0000
M_z:
  0.0000   0.0000   0.0000   0.0000   2.0000
  0.0000   0.0000   0.0000   1.0000   0.0000
  0.0000   0.0000   0.0000   0.0000   0.0000
  0.0000  -1.0000   0.0000   0.0000   0.0000
 -2.0000   0.0000   0.0000   0.0000   0.0000
l=1 largest |quadrature - table|: 1.7e-09 hbar
l=1 largest commutator error, table: 0.0e+00 hbar^2
l=1 diagonal of L^2 (hbar^2): 2.0000 2.0000 2.0000
l=2 largest |quadrature - table|: 1.3e-08 hbar
l=2 largest commutator error, table: 4.4e-16 hbar^2
l=2 diagonal of L^2 (hbar^2): 6.0000 6.0000 6.0000 6.0000 6.0000
p orbital coefficients: x 0.8, y 0.6i
<L_z> from density matrix: 0.9600 hbar
<L_z> from sphere integral: 0.9600 hbar
<L_z> from real part only: 0.0000 hbar
l=1 zeta: 1.00 eV
l=1 spin-orbit levels (eV): -1.000 (x2), +0.500 (x4)
l=1 transposed L, levels (eV): -0.500 (x4), +1.000 (x2)
l=1 splitting: 1.5000 eV
l=2 zeta: 0.10 eV
l=2 spin-orbit levels (eV): -0.150 (x4), +0.100 (x6)
l=2 transposed L, levels (eV): -0.100 (x6), +0.150 (x4)
l=2 splitting: 0.2500 eV
l=1 splitting: 0.05512 hartree
```
